\section*{Specific mass shift of helium 1s2p with screened hydrogenic orbitals}

\section{The problem}

A helium nucleus of finite mass $M$ recoils against its two electrons of mass $m$. Part of the recoil energy depends on how the electron momenta are correlated. The task is to find the sign and size of this part for the singlet and triplet levels of the $1s2p$ configuration.

The treatment is nonrelativistic, with a point nucleus and the atom as a whole at rest. Let $\mathbf X_1,\mathbf X_2$ be the electron positions, $\mathbf X_N$ that of the nucleus, and $\mathbf r_i=\mathbf X_i-\mathbf X_N$. With zero total momentum the wavefunction depends on $\mathbf r_1$ and $\mathbf r_2$ alone, so the chain rule gives
\begin{equation}
\nabla_{\mathbf X_i}=\nabla_i,\qquad
\nabla_{\mathbf X_N}=-(\nabla_1+\nabla_2),
\end{equation}
where $\nabla_i$ acts on $\mathbf r_i$. With $\mathbf p_i=-i\hbar\nabla_i$, the nucleus has momentum $-(\mathbf p_1+\mathbf p_2)$, and the kinetic energy is
\begin{align}
T_{\rm tot}&=\frac{p_1^2+p_2^2}{2m}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}\nonumber\\
&=\frac{p_1^2+p_2^2}{2}\left(\frac1m+\frac1M\right)+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.
\end{align}
The first term contains the reduced mass and gives the normal mass shift. The second is the Hughes--Eckart operator, which gives the specific mass shift. To first order in $m/M$ it is averaged over the state for an infinitely heavy nucleus. In atomic units ($\hbar=m=e=1$), used from here on,
\begin{equation}
\Delta E_S=\frac{m}{M}\,\langle\mathbf p_1\cdot\mathbf p_2\rangle .
\end{equation}

Take a $1s$ orbital in the field of a charge $a$ and a $2p$ orbital with magnetic quantum number zero in the field of a charge $b$:
\begin{equation}
\phi_s=\sqrt{\frac{a^3}{\pi}}\,e^{-ar},\qquad
\phi_p=\sqrt{\frac{b^5}{32\pi}}\,z\,e^{-br/2}.
\label{eq:orb}
\end{equation}
Complete screening of the outer electron by the inner one means $a=2$, $b=1$. The spatial states are
\begin{equation}
\psi_\pm=\frac{1}{\sqrt2}\left[\phi_s(1)\phi_p(2)\pm\phi_p(1)\phi_s(2)\right].
\label{eq:psi}
\end{equation}
The singlet has an antisymmetric spin function and therefore takes the upper sign; the triplet takes the lower. The orbitals are orthogonal because their angular parts are, even though $a\neq b$, so $\psi_\pm$ is normalized.

\textbf{Question.} What is $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ in each state, and how well does it reproduce the accurate values $+0.0460$ (singlet) and $-0.0646$ (triplet)? The calculation behind these two values is described in the last section.

\section{First estimate by scaling}

If each electron stayed in its own orbital, the average of $\mathbf p_1\cdot\mathbf p_2$ would be a product of two mean momenta, and both vanish. What remains comes from exchange. It is the square of a transition element between $\phi_s$ and $\phi_p$, as shown below, so its size follows from
\begin{equation}
K\sim\left|\int\phi_s\,\partial_z\phi_p\,d^3r\right|^2 .
\end{equation}

Suppose that the $2p$ orbital is much larger than the $1s$ orbital, $b\ll a$. The integral then comes from the $1s$ region, of volume about $a^{-3}$, where $\phi_s\sim a^{3/2}$. A normalized orbital of size $1/b$ has typical magnitude $b^{3/2}$. The $2p$ orbital rises from zero to this magnitude over a distance $1/b$, so its slope near the nucleus is about $b^{5/2}$. Hence
\begin{equation}
K\sim\left(a^{-3}\,a^{3/2}\,b^{5/2}\right)^2=\frac{b^5}{a^3}.
\label{eq:scale}
\end{equation}
For $a=2$ and $b=1$ this is $1/8=0.125$. Numerical factors have been dropped, and $b/a=1/2$ is not very small, so only the order of magnitude is meant. The estimate does not give the sign.

\section{Exact solution for these orbitals}

\subsection{The sign}

Inserting \eqref{eq:psi} gives four terms. The two direct terms are equal, and so are the two exchange terms, because $\mathbf p_1\cdot\mathbf p_2$ is unchanged when the electrons are relabelled. The factor $1/2$ from normalization cancels this doubling:
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle_\pm=
\langle\phi_s|\mathbf p|\phi_s\rangle\cdot\langle\phi_p|\mathbf p|\phi_p\rangle
\pm\langle\phi_s|\mathbf p|\phi_p\rangle\cdot\langle\phi_p|\mathbf p|\phi_s\rangle .
\end{equation}
Each orbital has definite parity and $\mathbf p$ is odd under inversion, so both factors of the direct term vanish. Since $\mathbf p$ is Hermitian, each component obeys $\langle\phi_p|p_k|\phi_s\rangle=\langle\phi_s|p_k|\phi_p\rangle^*$. Therefore
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle_\pm=\pm K,\qquad
K=\sum_{k=x,y,z}\left|\langle\phi_s|p_k|\phi_p\rangle\right|^2\ge0 .
\label{eq:sign}
\end{equation}
The specific shift raises the singlet and lowers the triplet whenever $K\neq0$. In the singlet the electron momenta tend to point the same way, so the nucleus must carry a larger opposite momentum and has more recoil energy. In the triplet they tend to oppose each other, and the recoil energy is smaller than for uncorrelated momenta.

The same argument gives zero for a single $1s2s$ configuration with orthogonal orbitals, because $\mathbf p$ does not connect two $s$ orbitals.

\subsection{The size}

The derivative of $\phi_p$ along $x$ is proportional to $xz$, which integrates to zero against the spherical $\phi_s$; the same holds for $y$. Only $k=z$ contributes. Using $\partial r/\partial z=z/r$,
\begin{equation}
\partial_z\phi_p=\sqrt{\frac{b^5}{32\pi}}\;e^{-br/2}\left(1-\frac{b z^2}{2r}\right).
\end{equation}
Because $\phi_s$ is spherical, $z^2$ may be replaced by its angular average $r^2/3$, and the bracket becomes $1-br/6$. Let $c=a+b/2$ and
\begin{equation}
I=\int\phi_s\,\partial_z\phi_p\,d^3r .
\end{equation}
The product of the normalization factors is $a^{3/2}b^{5/2}/(4\sqrt2\,\pi)$, since $\sqrt{32}=4\sqrt2$. The angular integration gives $4\pi$, so
\begin{equation}
I=\frac{a^{3/2}b^{5/2}}{\sqrt2}\int_0^\infty r^2\left(1-\frac{br}{6}\right)e^{-cr}\,dr .
\end{equation}
With $\int_0^\infty r^n e^{-cr}dr=n!/c^{n+1}$,
\begin{align}
I&=\frac{a^{3/2}b^{5/2}}{\sqrt2}\left(\frac{2}{c^3}-\frac{b}{6}\,\frac{6}{c^4}\right)
=\frac{a^{3/2}b^{5/2}}{\sqrt2}\,\frac{2c-b}{c^4}\nonumber\\
&=\frac{a^{3/2}b^{5/2}}{\sqrt2}\,\frac{2a}{c^4}
=\frac{\sqrt2\,(ab)^{5/2}}{(a+b/2)^4},
\end{align}
because $2c-b=2a$. Since $p_z=-i\partial_z$, the transition element is $-iI$, and its squared magnitude is
\begin{equation}
K=I^2=\frac{2(ab)^5}{(a+b/2)^8}.
\label{eq:K}
\end{equation}
For $a=2$ and $b=1$, the numerator of $I$ is $\sqrt2\cdot2^{5/2}=8$ and the denominator is $2.5^4=39.0625$. Thus $I=0.2048$ and
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle=
\begin{cases}
+0.0419 & \text{singlet},\\
-0.0419 & \text{triplet}.
\end{cases}
\end{equation}

For helium-4, $m/M=1.3709\times10^{-4}$, so $\Delta E_S=\pm5.75\times10^{-6}$ hartree. Divided by Planck's constant, this is $\pm37.8$ GHz.

\section{Comparison}

\subsection{Scaling and exact integral}

Taking $a$ out of the denominator of \eqref{eq:K} gives
\begin{equation}
K=\frac{b^5}{a^3}\times2\times\left(1+\frac{b}{2a}\right)^{-8}.
\end{equation}
The first factor is the scaling estimate \eqref{eq:scale}. The second is the numerical factor that scaling cannot supply. The third tends to one for $b\ll a$ and describes the finite extent of the $1s$ orbital relative to the $2p$ orbital. Here
\begin{equation}
K=0.125\times2\times1.25^{-8}=0.125\times2\times0.168=0.042 .
\end{equation}
The estimate is therefore three times the exact value of $K$. The correction for finite extent also weakens the dependence on $b$. From the logarithm of \eqref{eq:K},
\begin{equation}
\frac{\partial\ln K}{\partial\ln b}=5-8\,\frac{b/2}{a+b/2}=5-\frac{4b}{a+b/2}=3.4,
\label{eq:slope}
\end{equation}
instead of the power 5 from scaling. A change of one percent in $b$ still changes $K$ by about 3.4 percent.

\subsection{Hydrogenic and accurate values}

Both signs are reproduced. The magnitude is 9 percent too small for the singlet and 35 percent too small for the triplet, relative to the accurate values. No choice of one common orbital pair can match both: by \eqref{eq:sign} it gives equal and opposite results, while the accurate magnitudes differ.

Three further calculations show what is missing. Each minimizes the energy for an infinitely heavy nucleus, separately for each spin.
\begin{enumerate}
\item The charges $a$ and $b$ in \eqref{eq:orb} are varied numerically.
\item The state is a combination of many products of one $s$ and one $p$ function, with radial parts made of powers of $r$ times exponentials.
\item The state is expanded in Hylleraas functions $\mathbf r_1\,r_1^i r_2^j r_{12}^k\,e^{-\alpha r_1-\beta r_2}$ and their exchanged partners, with $r_{12}=|\mathbf r_1-\mathbf r_2|$ and three pairs $(\alpha,\beta)$. The coefficients follow from diagonalization. Raising the largest total power from 5 to 7 leaves $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ unchanged to the digits given here. This calculation gives the accurate values of the question.
\end{enumerate}

\begin{center}
\begin{tabular}{lcc}
\hline
$\langle\mathbf p_1\cdot\mathbf p_2\rangle$ (atomic units) & singlet & triplet\\
\hline
$a=2$, $b=1$ & $+0.0419$ & $-0.0419$\\
optimized $a$, $b$ & $+0.0370$ & $-0.0561$\\
$s$--$p$ products & $+0.0327$ & $-0.0752$\\
Hylleraas & $+0.0460$ & $-0.0646$\\
\hline
\end{tabular}
\end{center}

The optimized inner charge stays close to 2 in both states, while the outer charge becomes $b=0.965$ in the singlet and $b=1.089$ in the triplet. The triplet $2p$ orbital is more compact, and by \eqref{eq:slope} its $K$ is larger. This moves the triplet toward its accurate value but moves the singlet away, although the singlet energy improves from $-2.12222$ to $-2.12239$ hartree. A lower variational energy does not guarantee a better value of another quantity.

Going from $s$--$p$ products to the Hylleraas state changes the result by $+0.0133$ in the singlet and $+0.0106$ in the triplet. The two changes have the same sign, unlike the exchange term \eqref{eq:sign}. Such a contribution is possible because $\mathbf p$ changes the orbital angular momentum of an electron by one unit. The operator $\mathbf p_1\cdot\mathbf p_2$ can therefore connect $s(1)p(2)$ directly to $p(1)d(2)$, without exchange and so without the factor $\pm1$. The $s$--$p$ space has no such $pd$ part; the Hylleraas state does, through $r_{12}$. This argument shows only that a term without the factor $\pm1$ exists. Its sign also depends on the sign of the $pd$ amplitude in each spin state, and the $sp$ part of the state changes as well. These pieces are not computed separately here, so how much of the two changes is due to the $pd$ part is left open.

The table also shows that the 9 percent agreement for the singlet owes much to cancellation. Going to the $s$--$p$ products, which improve the orbitals and also add radial correlation, lowers the value from $0.0419$ to $0.0327$, and the remaining correlation raises it to $0.0460$.

\subsection{What is raised and what is lowered}

To first order in $m/M$, the Hylleraas values give specific shifts for helium-4 of $+41.5$ GHz for the singlet and $-58.2$ GHz for the triplet; higher orders in $m/M$ change these by about $-0.03$ and $-0.01$ GHz, which can affect the last digit shown. They are measured from levels that already include the normal shift. To first order the normal shift is $(m/M)\langle T\rangle$, where $T=(p_1^2+p_2^2)/2$. With the Hylleraas kinetic energies, $2.1238$ and $2.1332$ hartree, it is $+1916$ GHz for the singlet and $+1924$ GHz for the triplet. Both levels therefore lie above their positions for an infinitely heavy nucleus, and the triplet is lowered only relative to the level with the reduced mass alone.
